# Joint cell and position relaxation with a logarithmic deformation gradient

## The choice to be made

Before a variable-cell relaxation starts, the implementer must decide which numbers describe the cell, what gradient belongs to them, and by what length they are multiplied before they join the atomic coordinates in one vector. A wrong gradient gives the line search false slopes. A scale that varies badly with cell size makes the same crystal take a different number of steps when it is described by a larger cell.

The scheme below uses the symmetric logarithm $U$ of the deformation gradient, the gradient in equation (5), and the scaled variable $w=\ell\sqrt N\,U$, where $N$ is the number of atoms and $\ell$ a fixed length. This scaling makes the relaxation of replicated configurations independent of the number of replicas. It does not make the condition number of the full Hessian independent of size, because long acoustic waves soften in a large cell.

## Variables and assumptions

Vectors are columns, and $A:B=\mathrm{tr}(A^TB)$. The reference crystal has lattice vectors $a_k^0$, volume $V_0$ and atomic positions $x_i$. The actual crystal is

$$a_k=Fa_k^0,\qquad r_i=Fx_i,\qquad F=e^U. \tag{1}$$

Changing $U$ at fixed $x_i$ therefore carries atoms and cell along together.

An invertible $F$ with positive determinant is a rotation times a symmetric positive definite stretch. The energy does not depend on the rotation, so we keep the stretch alone. Such a stretch has positive eigenvalues and one real symmetric logarithm. Conversely, every real symmetric $U$ gives an admissible stretch, with volume

$$V=V_0\det e^U=V_0e^{\mathrm{tr}\,U}>0 .$$

No step in $U$ can invert the cell.

We minimize $H=E+pV$ at fixed hydrostatic pressure $p$. The energy $E$ must be differentiable, and the forces and stress must be derivatives of that same energy. The algebra is in atomic units. It contains no unit-dependent constant, so the formulas hold unchanged in eV and angstrom.

## First variation

Let $g_i=\partial E/\partial r_i$, which is minus the force. At fixed $U$, $dr_i=F\,dx_i$, and $g_i\cdot F\,dx_i=(F^Tg_i)\cdot dx_i$. Hence

$$\frac{\partial H}{\partial x_i}=F^Tg_i. \tag{2}$$

At fixed $x$, $dr_i=dF\,x_i=(dF\,F^{-1})r_i$, and the lattice vectors change by the same matrix. The actual crystal thus undergoes the small homogeneous deformation $\epsilon=dF\,F^{-1}$. Define $\tau$ by $dE=\tau:\epsilon$. Then $\tau=V\sigma$, with the stress $\sigma$ positive in tension; a code that reports stress positive in compression needs a minus sign here. Rotational invariance makes $dE$ vanish for antisymmetric $\epsilon$, so $\tau$ is symmetric.

Since $dV=V\,\mathrm{tr}\,\epsilon$, we have $dH=T:\epsilon$ with $T=\tau+pV\,\mathbf 1$. Cyclicity of the trace gives

$$dH=\mathrm{tr}(T^T dF\,F^{-1})=\mathrm{tr}(F^{-1}T^T dF)=(TF^{-T}):dF .$$

Thus $\partial H/\partial F=P$ with $P=TF^{-T}$.

## Derivative of the exponential

If $U$ and $dU$ do not commute, $dF$ is not $e^U dU$. Let $Z(s)$ be the derivative of $e^{s(A+\eta B)}$ with respect to $\eta$ at $\eta=0$. Differentiating $\partial_s e^{s(A+\eta B)}=(A+\eta B)e^{s(A+\eta B)}$ gives

$$Z'=AZ+Be^{sA},\qquad Z(0)=0 .$$

Multiplication by $e^{-sA}$ turns this into $(e^{-sA}Z)'=e^{-sA}Be^{sA}$. Integrating from 0 to 1 yields the Fréchet derivative

$$L(A,B)=Z(1)=\int_0^1e^{(1-s)A}Be^{sA}\,ds. \tag{3}$$

The upper right block $W(s)$ of $\exp\left[s\begin{pmatrix}A&B\\0&A\end{pmatrix}\right]$ obeys the same differential equation with the same initial value. One exponential of a $6\times6$ matrix therefore supplies $L$.

To read off the gradient, $dU$ must stand alone in the trace:

$$P:L(U,dU)=\int_0^1\mathrm{tr}\left(e^{sU}P^Te^{(1-s)U}dU\right)ds .$$

The transpose of the matrix in front of $dU$ is $e^{(1-s)U^T}Pe^{sU^T}$, which is the integrand of $L(U^T,P)$. For any real $U$ with independent entries,

$$\frac{\partial H}{\partial U}=L(U^T,TF^{-T}). \tag{4}$$

## Closed form for symmetric $U$

Let $U$ have eigenvalues $\lambda_a$, write matrices in its eigenbasis, and set $d=\lambda_a-\lambda_b$. There $P_{ab}=T_{ab}e^{-\lambda_b}$, and (3) gives

$$L_{ab}=T_{ab}e^{-\lambda_b}\int_0^1e^{(1-s)\lambda_a+s\lambda_b}ds
=T_{ab}e^d\int_0^1e^{-sd}ds=T_{ab}\frac{e^d-1}{d}.$$

Because $dU$ is symmetric, it sees only the symmetric part of this matrix. Exchanging $a$ and $b$ reverses $d$ and leaves $T_{ab}$ unchanged, so the transposed element is $T_{ab}(1-e^{-d})/d$. The average is

$$G_{ab}=T_{ab}\frac{\sinh(\lambda_a-\lambda_b)}{\lambda_a-\lambda_b}, \tag{5}$$

with the factor equal to 1 at $d=0$. If $Q_U$ holds the eigenvectors as columns, the Cartesian gradient is $Q_UGQ_U^T$. Eigenvectors within a degenerate set are arbitrary, but the factor depends only on the eigenvalues: it is 1 inside that set and has one common value for all elements linking the set to another eigenvalue. A rotation within the set therefore commutes with the element-by-element scaling, and the result does not depend on the choice.

The factor is $1+d^2/6+d^4/120+\dots$. Using $T$ itself as the gradient is thus correct to first order in the eigenvalue differences. It is exact at finite strain if and only if $T_{ab}=0$ wherever $\lambda_a\ne\lambda_b$, that is, if $T$ and $U$ commute. A purely isotropic $U$ is one such case.

Since the factor is at least 1, $G=0$ exactly when $T=0$: the virial-only choice has the right stationary points. Along $dU=-T\,dt$ at fixed $x$ the true slope is $-T:G\le-T:T$, so it even gives a descent direction. Its defect is the wrong slope.

The defect survives in the curvature. Near $T=0$, (5) gives $dT_{ab}=dG_{ab}/f_{ab}$, where $f_{ab}$ is the factor at the minimum. Dividing the rows of a symmetric Hessian by unequal factors generally destroys its symmetry, whereas BFGS builds a symmetric approximation.

## Scaling the strain

Take an orthonormal basis $B_k$ of the symmetric matrices: three diagonal unit matrices, and three with $1/\sqrt2$ in a pair of off-diagonal places. With $c=\ell\sqrt N$,

$$w_k=c\,B_k:U,\qquad U=\frac1c\sum_kw_kB_k,\qquad \frac{\partial H}{\partial w_k}=\frac{B_k:G}{c}. \tag{6}$$

The factor $1/\sqrt2$ makes $\sum_kw_k^2=c^2\,U:U$, so shears and stretches carry the same metric.

The power of $N$ follows from counting. The curvature of $H$ with respect to $U$ is extensive, $NvC$, with $v$ the volume per atom and $C$ an elastic modulus. In terms of $w$ it is $NvC/c^2=vC/\ell^2$. The mixed derivatives have a size-independent block for each atom, hence a norm proportional to $\sqrt N$, and division by $c$ removes this growth too. With $c\propto N$ the strain curvature would fall as $1/N$; with fixed $c$ it would grow as $N$.

A sharper statement holds for a supercell of $m$ copies of an $N_0$-atom cell. Let $z=(x,w)$ describe the small cell. Replication copies each $x_i$ with reference lattice translations and keeps $U$, so $w$ is multiplied by $\sqrt m$. Up to constant translations this is the linear map $J=\sqrt m\,Q$. Each position column of $Q$ has $m$ entries $1/\sqrt m$, and its strain block is the identity; hence $Q^TQ=\mathbf 1$.

Extensivity says $H_m(Jz+b)=mH(z)$, with $b$ the constant translations. If the potential is an electronic-structure calculation, this requires equivalent Brillouin-zone sampling. Differentiation gives $J^T\nabla H_m=m\nabla H$, or $Q^T\nabla H_m=\sqrt m\,\nabla H$. In a replicated state all copies of an atom have equal gradients, so $\nabla H_m$ lies in the range of $Q$. Therefore

$$\nabla H_m=QQ^T\nabla H_m=J\nabla H .$$

One more derivative gives

$$H_m''Q=QH'',\qquad Q^TH_m''Q=H''. \tag{7}$$

The small-cell spectrum is contained unchanged in the supercell spectrum.

The same holds for the optimizer path. Start BFGS with inverse Hessian $\kappa^{-1}\mathbf 1$, where $\kappa$ is a fixed curvature, from replicated data. The first direction is $J$ times the small-cell direction. Both sides of the sufficient-decrease test are multiplied by $m$, so the same step length is accepted. The step $s$ and gradient change $y$ become $Js$ and $Jy$, and all their scalar products gain a factor $m$. These factors cancel in the BFGS update, so the relation between the inverse Hessians, $B_mJ=JB$, persists. By induction the enthalpy per atom follows the same path, up to rounding, provided step caps and stopping tests are intensive.

## Algorithm

```
input: reference cell, x, U, p, ell, kappa
c = ell*sqrt(N);  B = identity/kappa
evaluate(x, w):
    U = sum_k w_k B_k / c
    lambda, Q_U = eigensystem(U)
    F = Q_U exp(lambda) Q_U^T
    a = F a0;  r = F x
    E, g, tau = potential(a, r);  V = det(a)
    T = tau + p V 1
    G = Q_U [(Q_U^T T Q_U) * sinh(d)/d] Q_U^T
    return E + p V, (F^T g_i, B_k:G/c), g, T/V
repeat:
    stop if max|g_i| and max|T/V| are small
    direction = -B * gradient
    cap largest atomic move and strain norm
    halve step until H_new <= H + 1e-4 slope*step
    s = step taken;  y = change of gradient
    if y.s is safely positive: BFGS update of B
```

The asterisk in the line for `G` is an element-by-element product. If vectors are stored as rows, the cell is multiplied by $F^T$ from the right, and the position gradient is the row $g_i^TF$.

Stopping must use physical forces and the residual stress $T/V=\sigma+p\mathbf 1$. At fixed residual stress the gradient with respect to $w$ grows as $V/\sqrt N\propto\sqrt N$, so one threshold on the scaled vector would mean different stresses in different cells.

Beyond the call to the potential, an evaluation needs one $3\times3$ eigenproblem and $O(N)$ small products. Dense BFGS stores $(3N+6)^2$ numbers and spends $O(N^2)$ operations per update. A limited-memory version with $h$ stored pairs reduces both to $O(hN)$.

Equation (5) is numerically benign. The quotient $\sinh(d)/d$ involves no cancellation for small nonzero $d$, unlike the difference quotient $(e^{\lambda_a}-e^{\lambda_b})/(\lambda_a-\lambda_b)$. At $d=0$ the limit must be inserted.

## A layered model alloy

The example is a binary model crystal with atoms A and B and no named material. Pairs interact through

$$\phi(r)=D\left[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}\right]S(r),$$

with $\alpha=2.0$ Å$^{-1}$. The depths $D$ are 0.30, 0.35 and 0.30 eV, and the distances $r_0$ are 2.85, 2.80 and 2.75 Å, for AA, AB and BB. The switch $S=1-10t^3+15t^4-6t^5$ runs from 1 to 0 between 4.3 and 5.8 Å, where $t$ is the fraction of that interval covered. Square layers are stacked A-A-B-B, with successive layers displaced by half the cell diagonal. The four-atom reference cell has $a=2.80$ Å and $c=7.92$ Å, and the pressure is 0.020 eV/Å$^3$ (3.2 GPa).

**Gradient.** At a deliberately large strain the eigenvalues of $U$ are $-0.2141$, $0.0737$ and $0.1903$. The largest difference is $0.4044$, so the factor in (5) is $1+0.02726+0.00022=1.0275$. The $xy$ gradient is 1.1673 eV from (5) and from finite differences of the enthalpy, but 1.2429 eV from the virial alone. The difference, 0.0756 eV, is 6.5% of the correct component. This can exceed 2.75% because $T_{xy}$ is the sum of the terms $(Q_U)_{xa}T_{ab}(Q_U)_{yb}$ with $T_{ab}$ in the eigenbasis: if all terms had one sign the error could be at most 2.75% of $T_{xy}$, so here they partly cancel; measured by the norm of the whole matrix, the error is at most 2.75% of $T$. Finite differences also confirm (2), and (4) for a nonsymmetric $U$.

**Relaxation.** From a sheared cell with displaced atoms, the enthalpy falls from $-1.7043$ to $-1.9240$ eV per atom ($-0.0707$ hartree), a gain of 0.2197 eV. The final cell has $a=2.731$ Å and $c=7.596$ Å (5.161 and 14.355 bohr). The layer gaps are 1.974 Å for AA, 1.809 Å for BB and 1.907 Å for AB, the last obtained as half of what remains of $c$. A derivative-free minimization over two cell lengths and two gaps, with the two AB gaps held equal, finds the same minimum.

The volume per atom is $2.7309^2\times7.5963/4=14.16$ Å$^3$. The pressure term is thus $0.020\times14.16=0.283$ eV per atom, and the energy itself is $-2.207$ eV per atom.

The strain relative to the reference is modest: $\ln(2.7309/2.80)=-0.0250$ in the plane and $\ln(7.5963/7.92)=-0.0417$ along the axis. Their difference, 0.0167, gives $d^2/6\approx5\times10^{-5}$. Near this minimum the virial-only gradient would be almost correct. The factor differs noticeably from 1 only when the eigenvalues of $U$ differ strongly, as in the gradient test above. That test shows an error in the derivative; it does not show that the virial-only choice costs extra optimization steps.

**Strain scale.** To compare powers of size, let the strain scale be $\ell\sqrt{N_0}\,m^q$ with $\ell=2.0$ Å. All choices agree at $m=1$, and $q=1/2$ is the scaling in (6). From $m=1$ to $m=8$ the largest curvature of the strain block stays at 12.93 eV/Å$^2$ for $q=1/2$. It rises to 103.5 for $q=0$ and falls to 1.617 for $q=1$, as the counting requires.

In the replicated subspace, without the three uniform translations, the condition number stays at 16.1 for $q=1/2$. For $q=1$ it reaches 128.5 at $m=8$. For $q=0$ it runs through 16.1, 8.2, 7.3 and 14.5. A strain scale held fixed as the cell grows, here at $\ell\sqrt{N_0}=4$ Å, is therefore not always worse; in this example it is better conditioned for all three larger cells.

The reason is that $\ell\sqrt{N_0}\,m^q=\ell'\sqrt N$ with $\ell'=\ell m^{q-1/2}$. By (7), changing $m$ at fixed $q$ amounts to changing $\ell$ in the small cell. The $q=0$ values belong to $\ell'=2.0$, 1.41, 1.0 and 0.71 Å, and among these 1.0 Å is best. The square-root law removes the dependence on size; it does not choose $\ell$.

The two ends of this scan have simple limits. For large $\ell'$, the softest modes are strains with the atoms following, and their curvature falls as $1/\ell'^2$. The condition number then grows as $\ell'^2$, which explains the near doubling at each step for $q=1$. For small $\ell'$, the strain curvature becomes the largest in the problem, and the condition number again grows, now as $1/\ell'^2$. A sensible $\ell$ makes the range of strain curvatures $vC/\ell^2$ overlap that of the atomic ones as far as possible. Full containment is not needed: at $\ell'=1.0$ Å, the best value tried, the largest strain curvature is 51.7 eV/Å$^2$, above the top of the $q=1/2$ spectrum found below.

With $q=1/2$, BFGS takes 20 steps for one cell and 20 for eight, and the enthalpies per atom along the two paths agree to rounding. For eight cells it takes 14 steps with $q=0$ and 43 with $q=1$. The gain for $q=0$ is a property of this $\ell$, start and initial curvature. As $m$ grows further at $q=0$, $\ell'$ tends to zero and the condition number diverges, but the number of BFGS steps need not follow it: only the six strain directions become stiff, and BFGS can learn a few stiff directions in a few updates. The condition number alone does not predict the step count. Nor is the step count the whole cost: for small $\ell'$ the initial curvature $\kappa$ lies far below the strain curvatures, the line search may need more halvings, and the number of calls to the potential can rise even where the number of steps does not.

## What the scaling cannot cure

By (7) and the symmetry of the Hessian, the complement of the replicated subspace is also invariant. Its vectors have no strain component, so no choice of $\ell$ changes their curvatures. They include the acoustic waves of the supercell.

For a displacement wave of amplitude $A$ and wavenumber $k$, continuum elasticity gives a mean energy $V\mu k^2A^2/4$, with $\mu$ the effective modulus for that wave. The squared norm of the atomic displacements is $NA^2/2$. Equating the energy to half the curvature times this norm gives the curvature $v\mu k^2$, apart from factors of $F$ near one. The longest wave in a supercell of length $L$ has $k=2\pi/L$, so the curvature falls as $1/L^2$.

The cells here are replicated along one axis. The softest position mode has curvature 1.689 eV/Å$^2$ at $m=4$ and 0.427 at $m=8$, a ratio of 3.96, close to the continuum value 4. The full condition number is 16.1 at $m=1$ and $m=2$, 18.2 at $m=4$ and 71.9 at $m=8$. The products $18.168\times1.6886$ and $71.884\times0.4268$ both give 30.68 eV/Å$^2$. This is what follows if the soft wave sets the bottom of the spectrum while the top stays fixed.

A replicated start does not excite these waves, but a disordered alloy or a defect does. In a large cell of that kind, this source of ill-conditioning can be addressed by a preconditioner for the atomic coordinates that reproduces the $k^2$ behaviour of long waves.

## Other failure modes

**Inconsistent stress.** If the basis set or a cutoff makes the reported stress differ from the derivative of the reported energy, (5) passes the error on. Finite differences in $U$ at fixed $x$ expose it, and a sheared state should be included.

**Large departure from the reference.** If $K$ is the Hessian in actual positions, the one in $x$ is $F^TKF$, so an anisotropic stretch can raise the condition number of this block by a factor of up to $e^{2d}$, with $d$ the largest eigenvalue difference of $U$; an isotropic stretch leaves it unchanged. The remedy is to take the current crystal as the new reference and set $U=0$. Stored BFGS data belong to the old variables and must be discarded or transformed.

**Constraints.** Fixing $U_{xx}$ does not in general fix a cell length, because the exponential mixes stretch and shear. A length constraint must be imposed on $Fa_k^0$.

**Saddle points.** In exact arithmetic a symmetric start keeps every symmetry operation that commutes with the initial $U$ (all of them if $U=0$), and the stopping tests accept any stationary point. Positive curvature must be checked separately, apart from uniform translations.

**Load.** For $p<0$ and a short-range potential, $H$ has no lower bound, since $pV$ falls without limit as the crystal is pulled apart. At most a local minimum can then be sought. A general nonhydrostatic load is not described by $pV$ and needs its own work term.

The numerical output below gives the full set of values for the model alloy.

## Numbers as computed

```
MODEL
Morse depth AA, AB, BB: 0.30 0.35 0.30 eV
Morse minimum AA, AB, BB: 2.85 2.80 2.75 A
Morse exponent: 2.0 1/A; switch 4.3 to 5.8 A
reference a, c: 2.80 7.92 A
pressure: 0.020 eV/A^3 = 3.204 GPa
length ell: 2.0 A; initial curvature: 20.0 eV/A^2
GRADIENT TEST AT LARGE STRAIN
U xx yy zz: 0.15 -0.15 0.05
U yz xz xy: -0.08 0.06 0.10
eigenvalues of U: -0.2141 0.0737 0.1903
largest difference d: 0.4044; sinh(d)/d: 1.02748
xy gradient, sinh formula: 1.167262 eV
xy gradient, finite difference: 1.167262 eV
xy gradient, virial only: 1.242882 eV
largest error, sinh formula: 1.2e-11 eV
largest error, virial only: 0.0756 eV
largest error, Frechet, nonsymmetric U: 1.2e-11 eV
largest error, position gradient: 7.1e-12 eV/A
RELAXATION OF THE FOUR-ATOM CELL
start U xx yy zz: 0.05 -0.03 0.04
start U yz xz xy: 0.02 -0.02 0.03
stop: force 1e-05 eV/A, stress 1e-06 eV/A^3
start enthalpy per atom: -1.704256 eV
final enthalpy per atom: -1.923956 eV = -0.070704 hartree
energy-only minimum per atom: -1.923956 eV
final a: 2.7309 A = 5.1606 bohr
final c: 7.5963 A = 14.3549 bohr
layer gaps AA, BB: 1.9738 1.8092 A
layer gap AB: 1.9066 A
energy-only a, c, AA, BB: 2.7309 7.5963 1.9738 1.8092 A
SIZE DEPENDENCE (strain scale ~ m^q, m copies)
largest strain-block curvature, eV/A^2: m, q=0, q=1/2, q=1
 1   12.9341   12.9341   12.9341
 2   25.8681   12.9341    6.4670
 4   51.7362   12.9341    3.2335
 8  103.4725   12.9341    1.6168
condition number, replicated subspace: m, q=0, q=1/2, q=1
 1    16.123    16.123    16.123
 2     8.168    16.123    32.174
 4     7.291    16.123    64.293
 8    14.542    16.123   128.537
q=1/2: m, full condition number, softest position mode eV/A^2
 1    16.123    7.1361
 2    16.135    4.6952
 4    18.168    1.6886
 8    71.884    0.4268
softest mode, ratio m=4 to m=8: 3.957
BFGS steps, m=1: 20
BFGS steps, m=8, q=0, 1/2, 1: 14 20 43
path difference m=8 (q=1/2) to m=1: 1.6e-15 eV/atom
```
